\section*{How a 3 K Peak Error Changes Diffusion in a Spike Anneal}

\section{The decision and a quick estimate}

Anyone who calculates dopant diffusion in a spike anneal must decide which peak temperature to enter: the nominal one, or the one that each wafer actually reached. Suppose that the nominal peak is $1050\,^\circ\mathrm{C}$ and that the wafer went 3 K higher. If the calculation is meant to extract a diffusivity to within five percent, the nominal value will do only if those 3 K change the diffusion by less than that.

Let the diffusivity follow an Arrhenius law,
\begin{equation}
D(T)=D_0\,e^{-E/kT},\qquad E=3.5\ \mathrm{eV},
\label{eq:arr}
\end{equation}
with $T$ the absolute temperature and $k$ the Boltzmann constant. Since $\ln D=\ln D_0-E/kT$, differentiation gives $d\ln D/dT=E/kT^2$. A small error $\Delta T$ at the peak temperature $T_p$ therefore changes the peak diffusivity by the fraction
\begin{equation}
\frac{\Delta D}{D}\approx\frac{E\,\Delta T}{kT_p^2}
=\frac{E}{kT_p}\,\frac{\Delta T}{T_p}.
\label{eq:quick}
\end{equation}
Here $T_p=1323.15$ K and $kT_p=0.1140$ eV, so $E/kT_p=30.70$ and
\begin{equation}
\frac{\Delta D}{D}\approx 30.70\times\frac{3}{1323.15}=0.0696 .
\end{equation}
The temperature error is 0.23 percent of $T_p$, and the barrier amplifies it about thirty times. Seven percent is already too much for a five percent extraction.

This estimate treats the spike as if all diffusion took place at the peak. In fact the wafer passes through a range of temperatures, and a higher peak also changes the time spent in that range. The derivation below includes this effect and finds 7.7 percent for an ideal sharp spike.

\section{What is meant by the amount of diffusion}

Consider a dilute dopant with concentration $C(z,t)$ in a uniform medium. At any instant the wafer has one temperature, so $D$ depends on time but not on position:
\begin{equation}
\frac{\partial C}{\partial t}=D(T(t))\,\frac{\partial^2 C}{\partial z^2}.
\label{eq:diff}
\end{equation}
Define the diffusion budget
\begin{equation}
\Phi=\int D(T(t))\,dt ,
\label{eq:budget}
\end{equation}
and let $s(t)$ be the same integral taken up to time $t$. Then $ds=D\,dt$, and dividing \eqref{eq:diff} by $D$ gives $\partial C/\partial s=\partial^2C/\partial z^2$. The temperature history has disappeared from the equation, so the final profile depends on it through the final value $s=\Phi$ alone.

The budget has a direct geometrical meaning. Take a buried profile centred on $z=0$, far from any surface, with dose $N=\int C\,dz$ and variance $\sigma^2=N^{-1}\int z^2C\,dz$. Two integrations by parts, with boundary terms that vanish because $C$ falls off rapidly, give
\begin{equation}
\frac{d\sigma^2}{ds}=\frac1N\int z^2\frac{\partial^2C}{\partial z^2}\,dz
=-\frac1N\int 2z\,\frac{\partial C}{\partial z}\,dz
=\frac1N\int 2C\,dz=2 .
\end{equation}
Hence
\begin{equation}
\sigma^2=\sigma_0^2+2\Phi .
\label{eq:var}
\end{equation}
In what follows, ``diffusion rises by some percentage'' refers to $\Phi$, that is, to the added variance. The diffusion length $\sqrt\Phi$ changes by about half that percentage, because $\Delta\sqrt\Phi/\sqrt\Phi\approx\tfrac12\Delta\Phi/\Phi$.

\section{The budget of a sharp spike}

The wafer is heated from $T_s$ to $T_p$ at the constant rate $R_u$ and cooled at once back to $T_s$ at the constant rate $R_d$, both counted positive. On heating $dt=dT/R_u$. On cooling $dt=-dT/R_d$, while the temperature runs from $T_p$ down to $T_s$; exchanging the limits removes the minus sign. The two legs add to
\begin{equation}
\Phi=\left(\frac1{R_u}+\frac1{R_d}\right)\int_{T_s}^{T_p}D(T)\,dT .
\label{eq:legs}
\end{equation}
At unchanged rates the bracket is a common factor of the nominal and the hot spike. It cancels in their ratio, as does $D_0$.

The remaining integral is a difference of two values of
\begin{equation}
I(T)=\int_0^{T}e^{-E/kT'}\,dT' .
\end{equation}
Substitute $T'=T/u$, so that $dT'=-T\,du/u^2$ and $u$ runs from $\infty$ to 1. With $x=E/kT$,
\begin{equation}
I(T)=T\int_1^\infty\frac{e^{-xu}}{u^2}\,du .
\label{eq:E2}
\end{equation}
The integral is the exponential integral $E_2(x)$; in general $E_n(x)=\int_1^\infty e^{-xu}u^{-n}du$. Integration by parts gives
\begin{equation}
E_n(x)=\frac{e^{-x}}{x}-\frac nx\,E_{n+1}(x).
\end{equation}
Using this for $n=2$ and then for $n=3$,
\begin{align}
E_2(x)&=\frac{e^{-x}}{x}-\frac2x\left[\frac{e^{-x}}{x}-\frac3x E_4(x)\right]\\
&=\frac{e^{-x}}{x}\left(1-\frac2x\right)+\frac6{x^2}E_4(x).
\end{align}
Because $u^{-4}\le1$ in the integrand, $0<E_4(x)<e^{-x}/x$. The last term therefore changes the bracket by a positive amount smaller than $6/x^2$, which is 0.0064 at the peak.

The start temperature is $T_s=873.15$ K, where $I(T_s)/I(T_p)=6.0\times10^{-8}$. Dropping $I(T_s)$ and using $T_p/x=kT_p^2/E$, we obtain
\begin{equation}
\Phi\approx D(T_p)\,\frac{kT_p^2}{E}
\left(\frac1{R_u}+\frac1{R_d}\right)\left(1-\frac2x\right),
\qquad x=\frac{E}{kT_p}.
\label{eq:phi}
\end{equation}
The quantity $kT_p^2/E=43.10$ K is the temperature width of the spike: near the peak, $D$ falls by a factor $e$ for roughly each such step downwards. The spike acts like a short soak at $T_p$, lasting for the time needed to cross this width on both legs.

\section{Sensitivity to the peak temperature}

\subsection{Two contributions}

At fixed rates, the logarithm of \eqref{eq:phi} is
\begin{equation}
\ln\Phi=\text{const}-\frac{E}{kT_p}+2\ln T_p
+\ln\!\left(1-\frac{2kT_p}{E}\right).
\end{equation}
The last term has a derivative close to $-2k/E$, which is smaller than the $2/T_p$ from the term before it by the factor $1/x$, about 3 percent. Leaving it out,
\begin{equation}
\frac{d\ln\Phi}{dT_p}\approx\frac{E}{kT_p^2}+\frac{2}{T_p}.
\label{eq:sens}
\end{equation}
The first term is the quick estimate: atoms jump more often at a hotter peak. The second arises because the width $kT_p^2/E$ grows with $T_p$, so that at fixed rates the wafer spends longer within it. The ratio of the second term to the first is $2/x$, or 6.5 percent. For 3 K they contribute 6.96 and 0.45 percent, together 7.41 percent.

This is a linear estimate, good when $\Delta T$ is much smaller than 43 K. For a finite step the growth compounds. Evaluating the budget at both peaks gives a rise of 7.66 percent for 3 K too much and a fall of 7.15 percent for 3 K too little, each relative to the nominal budget.

\subsection{The error as an added slice}

Equation \eqref{eq:legs} also gives the result without a derivative. Raising the peak leaves the integral below $T_p$ as it was and adds a piece at the top:
\begin{align}
\Delta\Phi&=\left(\frac1{R_u}+\frac1{R_d}\right)
\int_{T_p}^{T_p+\Delta T}D(T)\,dT\\
&\approx D\!\left(T_p+\tfrac12\Delta T\right)\,
\Delta T\left(\frac1{R_u}+\frac1{R_d}\right).
\label{eq:slice}
\end{align}
The second line is the midpoint rule. Its relative error is about $(\Delta T)^2/24$ divided by the square of the width, here $(3/43.1)^2/24\approx2\times10^{-4}$. The hot wafer has the same history as the nominal one, with a brief extra visit to the highest temperatures inserted at the top.

\section{A worked spike}

Take $D_0=1\ \mathrm{cm^2/s}$, $R_u=250$ K/s and $R_d=80$ K/s. The sum of the inverse rates is $0.0040+0.0125=0.0165$ s/K, and the peak diffusivity is $4.664\times10^{-14}\ \mathrm{cm^2/s}$. The leading part of \eqref{eq:phi}, without its last bracket, gives
\begin{equation}
4.664\times10^{-14}\times43.10\times0.0165
=3.317\times10^{-14}\ \mathrm{cm^2}.
\end{equation}
The full integral is $3.120\times10^{-14}\ \mathrm{cm^2}$, or $3.120\ \mathrm{nm^2}$. The leading value is 6.3 percent higher, as the correction $2/x$ leads one to expect. Dividing the full budget by the peak diffusivity gives an equivalent soak of 0.669 s.

The added slice lasts $3\times0.0165=0.0495$ s. With $D$ taken 1.5 K above the nominal peak it contributes $2.390\times10^{-15}\ \mathrm{cm^2}$, so
\begin{equation}
\frac{\Delta\Phi}{\Phi}=\frac{2.390\times10^{-15}}{3.120\times10^{-14}}
=0.0766 ,
\end{equation}
in agreement with the difference of the two full budgets.

The relative effect on the depth of a profile is much smaller if the profile was already wide compared with the diffusion length. Let the dopant start as a Gaussian with $\sigma_0=5$ nm. It stays Gaussian, and its maximum falls by the factor $\sigma_0/\sigma$ because the dose is conserved. The depth $z_\eta$, measured from the centre, at which the concentration equals a fraction $\eta$ of the \emph{initial} maximum follows from
\begin{equation}
\frac{\sigma_0}{\sigma}\,e^{-z_\eta^2/2\sigma^2}=\eta
\quad\Longrightarrow\quad
z_\eta=\sigma L,\qquad L=\sqrt{2\ln\frac{\sigma_0}{\eta\sigma}} .
\end{equation}
From \eqref{eq:var}, $\sigma=\sqrt{25+6.24}=5.59$ nm. For $\eta=0.01$ this gives $L=3.00$ and $z_\eta=16.8$ nm. To find the shift, note that $dL/d\sigma=-1/(L\sigma)$, so $dz_\eta/d\sigma=L-1/L=2.66$, while \eqref{eq:var} gives $\Delta\sigma\approx\Delta\Phi/\sigma=0.239/5.59=0.043$ nm. The depth moves by about 0.11 nm. A direct solution of \eqref{eq:diff} on a grid, for both temperature histories, gives a shift of 0.113 nm and variance growths of 6.240 and $6.718\ \mathrm{nm^2}$, whose ratio again shows the 7.7 percent.

The opening decision thus depends on the quantity wanted. For this marker the 3 K error moves the one percent depth by 0.7 percent of its value, and the nominal peak is adequate if a few tenths of a nanometre do not matter. For a diffusivity extracted from the broadening it is not adequate: at 2.47 percent per kelvin, holding the budget to 1 percent requires the peak to be known to 0.40 K.

\section{Comparison with other histories}

\paragraph{Fixed durations.} Suppose the leg durations are held fixed instead of the rates. Both rates must then rise by the factor $(T_p+\Delta T-T_s)/(T_p-T_s)=453/450$, and by \eqref{eq:legs} the hot budget is divided by it. The rise becomes $1.0766\times450/453-1$, or 6.95 percent. That this nearly equals the quick estimate is a coincidence of the chosen start temperature: the reduction, about $\Delta T/(T_p-T_s)$, depends on $T_s$, which does not enter \eqref{eq:quick}.

\paragraph{An isothermal soak.} If the wafer is held at the peak for a fixed time and the ramps contribute negligibly, $\Phi$ is proportional to $D(T_p)$ and no interval widens. The rise is 7.19 percent. It exceeds 6.96 percent because the latter is a linear estimate.

\paragraph{A rounded peak.} A real wafer cannot reverse its rate instantly. Near a smooth maximum at $t=0$ write $T\approx T_p-\tfrac12bt^2$, with $b>0$. To leading order $1/T\approx1/T_p+bt^2/2T_p^2$, and if the parabola covers the whole hot interval,
\begin{equation}
\Phi\approx D(T_p)\int_{-\infty}^{\infty}e^{-Ebt^2/2kT_p^2}\,dt
=D(T_p)\,T_p\sqrt{\frac{2\pi k}{Eb}} .
\end{equation}
At fixed $b$ the prefactor is now $T_p$ rather than $T_p^2$, so the widening term is $1/T_p$, halfway between soak and sharp spike. Now let the rate change linearly from $+250$ to $-80$ K/s in 0.3 s, which gives $b=330/0.3=1100\ \mathrm{K/s^2}$. The parabola reaches $R_u^2/2b=28$ K below the peak on the heating side but only $R_d^2/2b=3$ K on the cooling side. Compared with the 43 K width, the cooling side is still nearly sharp, and the computed rise is 7.59 percent. The budget itself grows by 21 percent: rounding matters for the amount of diffusion far more than for its relative sensitivity.

\section{Where real junctions depart from the model}

The parameters are round values, roughly typical of lamp-heated spike anneals of shallow implanted junctions. The dilute marker is not typical: such junctions are heavily doped and carry implantation damage. Both facts can change the result more than the shape of the peak does.

\paragraph{Heavy doping.} Suppose the diffusivity is multiplied by $p/n_i$, with $p$ the carrier concentration and $n_i$ the intrinsic one. When $p\approx C$, Fick's law gives the flux $-(D/n_i)\,C\,\partial C/\partial z$. The built-in electric field of the ionized dopants doubles it, a constant factor that cancels in the ratio of two budgets. The temperature-dependent factor $D/n_i$ again separates off, and the relevant budget is $\int(D/n_i)\,dt$. With $n_i\propto T^{3/2}e^{-E_g/2kT}$ the integrand has the barrier $E-E_g/2$ and an extra factor $T^{-3/2}$. Adding the $T_p^2$ from the width,
\begin{equation}
\frac{d\ln\Phi}{dT_p}\approx\frac{E-E_g/2}{kT_p^2}+\frac{1}{2T_p}.
\end{equation}
For an illustrative $E_g=1.2$ eV the barrier drops to 2.9 eV, and the computed rise of this budget for 3 K is 6.0 percent. Here the added variance is no longer proportional to the budget: its growth per unit budget is proportional to $\int C^2\,dz$, which falls as the profile spreads, so the added variance rises by a smaller percentage. This limit needs $C$ well above $n_i$ and below the solid solubility. Where $C$ exceeds the solubility, $p$ follows $C_{ss}(T)\propto e^{-E_s/kT}$ and the barrier becomes $E-E_g/2+E_s$; for an illustrative $E_s=0.73$ eV the rise of $\int(DC_{ss}/n_i)\,dt$ is back at 7.6 percent. In the tail of a junction, where $C$ falls below $n_i$, the diffusivity returns to its dilute form, and a single budget no longer describes the whole profile exactly. A smaller relative rise does not mean a smaller shift in depth, because the diffusion itself is much faster. For the 5 nm Gaussian with a maximum of $10^{20}\ \mathrm{cm^{-3}}$ and $n_i\approx10^{19}\ \mathrm{cm^{-3}}$ at the peak, the added variance rises by 5.0 percent, but the one percent depth moves by 0.28 nm, or 1.5 percent, against 0.11 nm for the dilute marker.

\paragraph{Implantation damage.} Excess point defects can multiply the diffusivity by $1+S$, where $S$ decays as $dS/dt=-S/\tau(T)$. If $\tau$ falls with temperature as $1/D$ does, the product $D\tau$ is constant. A burst that starts at $S_0$ and dies out during heating then adds
\begin{equation}
B=\int SD\,dt=D\tau\int\frac S\tau\,dt=D\tau\,S_0 ,
\end{equation}
because $\int(S/\tau)\,dt$ is the total loss of $S$. This $B$ does not contain $T_p$, so the relative rise is diluted to $\Delta\Phi/(\Phi+B)$. Take $\tau=0.1$ s at $900\,^\circ\mathrm{C}$ as an illustration. For $S_0=100$, $B=0.92\times10^{-14}\ \mathrm{cm^2}$ and the rise is 5.9 percent. For $S_0=1000$, $B$ is ten times larger, exceeds the equilibrium budget, and leaves a rise of 1.9 percent. The same value of $B$ holds if part of the burst survives to the peak, provided that it dies out during cooling. If part of it outlasts the anneal, $B$ depends on $T_p$ and this argument no longer applies.

The figure of seven to eight percent therefore belongs to dilute diffusion without excess defects, with a 3.5 eV barrier and constant ramp rates. A wafer that cools by radiation cools more slowly as its temperature falls. If the cooling rate is proportional to $T^4$ and equals 80 K/s at $1050\,^\circ\mathrm{C}$, then $1/R_d$ moves inside the integral of \eqref{eq:legs} and the rise is 6.9 percent. In a damaged layer the 3 K error can matter several times less, provided that the burst is large and dies out within the anneal, because its contribution $B$ is then fixed by the damage and not by the peak. A burst that outlasts the anneal gives little such relief: with $\tau=100$ s at $900\,^\circ\mathrm{C}$ the rise is 6.4 percent.

\section*{Table of computed values}
\begin{verbatim}
barrier E: 3.5 eV; prefactor D0: 1.0 cm2/s
Boltzmann constant: 8.617333e-05 eV/K
peak temperature: 1323.15 K; peak error: 3.0 K
start temperature: 873.15 K
ramp up: 250 K/s; ramp down: 80 K/s
sum of inverse rates: 0.0165 s/K
x = E/(k Tp): 30.70
k Tp: 0.1140 eV
temperature width k Tp^2/E: 43.10 K
peak diffusivity: 4.664e-14 cm2/s
budget, leading formula: 3.317e-14 cm2
budget, full: 3.120e-14 cm2
budget with hot peak: 3.359e-14 cm2
equivalent time at peak: 0.669 s
diffusion length sqrt(Phi): 1.766 nm
fraction of integral below start: 6.0e-08
leading estimate E dT/(k Tp^2): 6.96 percent
widening term 2 dT/Tp: 0.45 percent
sum of the two terms: 7.41 percent
rise of peak diffusivity (soak): 7.19 percent
rise of budget, full sharp spike: 7.66 percent
change for a peak 3 K too low: -7.15 percent
rise of sqrt(Phi): 3.76 percent
sensitivity at nominal peak: 2.467 percent/K
peak error for 1 percent budget: 0.41 K
duration of added hot slice: 0.0495 s
slice budget: 2.390e-15 cm2
slice budget / nominal: 7.66 percent
rise if leg durations are kept: 6.95 percent
marker initial standard deviation: 5.0 nm
grid variance growth, nominal: 6.240 nm2
grid variance growth, hot: 6.718 nm2
1 percent depth from centre, nominal: 16.76 nm
shift of that depth: 0.113 nm
turnaround time of rounded peak: 0.3 s
rounded budget / sharp budget: 1.207
rise with rounded peak: 7.59 percent
gap used in ni: 1.2 eV
rise in heavy-doping limit: 6.04 percent
burst decay time at 1173.15 K: 0.1 s
burst enhancement 100: budget 9.21e-15 cm2
  rise of total budget: 5.92 percent
burst enhancement 1000: budget 9.21e-14 cm2
  rise of total budget: 1.94 percent
\end{verbatim}
